# Populations of donor-vacancy complexes in germanium by convex free-energy minimization: test program

```python
"""Donor-vacancy complexes in germanium by convex free-energy minimization.

Result under test: at fixed donor density C, charge neutrality and a vacancy
reservoir, all populations follow from the minimum of a convex function of
x = (donor chemical potential)/kT and y = (Fermi level)/kT:
  Phi = [sum_i c_i + Nc F_3/2(y-Ec/kT) + Nv F_3/2(-y)]/C - x,
  c_i = N_i exp(-gamma_i + n_i x - q_i y).
n_i: donors in species i, q_i: charge, gamma_i: free energy/kT,
N_i: density of available states, F_j: normalized Fermi-Dirac integral.
Energies in eV from the valence-band edge, densities in cm^-3.
Material parameters are rough typical values for n-type germanium.
"""
from itertools import combinations, product
from types import SimpleNamespace
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, gamma as gamma_function, gammaln

K_EV = const.k / const.e
SITES = 8 / (5.66e-8) ** 3
T0, C0 = 773.0, 1.0e20
GAP0, GAP_SLOPE = 0.46, -4.5e-4
VACANCY_ENERGY = 2.4
BINDING = (0.0, 0.6, 1.4, 2.3, 3.4)
LEVELS = ((0.02, 0.26), (0.10, 0.35), (0.30,), (0.15,), ())
NC300, NV300 = 1.0e19, 5.0e18
PERMITTIVITY = 16.0

# Orientations of D_nV, counted on a periodic diamond lattice (units a/4).
basis = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
basis += [(a + 1, b + 1, c + 1) for a, b, c in basis]
lattice = np.array([np.array(b) + 4 * np.array(s)
                    for s in product(range(2), repeat=3) for b in basis])
separation = (lattice[:, None] - lattice[None] + 4) % 8 - 4
neighbour = (separation ** 2).sum(axis=2) == 3
assert np.all(neighbour.sum(axis=1) == 4)
shell = np.flatnonzero(neighbour[0])
ORIENTATIONS = [len(list(combinations(shell, n))) for n in range(5)]
assert ORIENTATIONS == [1, 4, 6, 4, 1]

STEP = 0.05
S_GRID = np.arange(0, 14, STEP)
S_WEIGHT = np.full(S_GRID.size, STEP)
S_WEIGHT[0] /= 2


def fermi(order, eta, classical=False):
    """Normalized Fermi-Dirac integral, substitution t = s^2."""
    if classical:
        return np.exp(eta)
    values = 2 * S_GRID ** (2 * order + 1) * expit(eta - S_GRID ** 2)
    return (S_WEIGHT @ values) / gamma_function(order + 1)


def build_model(T=T0, gap=None, g_vac=VACANCY_ENERGY, binding=BINDING,
                supersaturation=1.0, nc_factor=1.0, coulomb=0.0,
                complexes=(0, 1, 2, 3, 4), classical=False):
    kT = K_EV * T
    if gap is None:
        gap = GAP0 + GAP_SLOPE * (T - T0)
    names, donors, charge, vac, states, energy = ["D+"], [1], [1], [0], [1], [0.0]
    for n in complexes:
        for q in range(len(LEVELS[n]) + 1):
            names.append(f"D{n}V({-q})" if n else f"V({-q})")
            donors.append(n)
            charge.append(-q)
            vac.append(1)
            spin = 2 if (n + q) % 2 else 1
            states.append(ORIENTATIONS[n] * spin)
            energy.append(g_vac - binding[n] + n * gap + sum(LEVELS[n][:q]))
    charge, vac = np.array(charge, float), np.array(vac, float)
    g = np.array(energy) - coulomb * charge ** 2
    return SimpleNamespace(
        kT=kT, names=names, n=np.array(donors, float), q=charge, vac=vac,
        lnN=np.log(SITES * np.array(states, float)),
        gamma=g / kT - vac * np.log(supersaturation),
        ec=(gap - coulomb) / kT, gap=gap, classical=classical,
        Nc=NC300 * nc_factor * (T / 300) ** 1.5, Nv=NV300 * (T / 300) ** 1.5)


def dual(z, m, C):
    x, y = z
    with np.errstate(over="ignore"):
        c = np.exp(m.lnN - m.gamma + m.n * x - m.q * y)
    e = [m.Nc * fermi(j, y - m.ec, m.classical) for j in (1.5, 0.5, -0.5)]
    h = [m.Nv * fermi(j, -y, m.classical) for j in (1.5, 0.5, -0.5)]
    value = (c.sum() + e[0] + h[0]) / C - x
    grad = np.array([m.n @ c / C - 1, (e[1] - h[1] - m.q @ c) / C])
    cross = -(m.n * m.q) @ c
    hess = np.array([[m.n ** 2 @ c, cross],
                     [cross, m.q ** 2 @ c + e[2] + h[2]]]) / C
    return value, grad, hess, c, e, h


def solve(m, C, start_level=None):
    y = m.ec if start_level is None else start_level / m.kT
    k = m.n > 0
    x = np.min((np.log(C / m.n[k]) - m.lnN[k] + m.gamma[k] + m.q[k] * y) / m.n[k])
    z, history = np.array([x, y]), []
    for _ in range(200):
        value, grad, hess, c, e, h = dual(z, m, C)
        history.append(np.abs(grad).max())
        if history[-1] < 1e-10:
            return SimpleNamespace(z=z, value=value, hess=hess, c=c, electrons=e[1],
                                   holes=h[1], dn_dy=e[2], history=history,
                                   active=(e[1] - h[1]) / C)
        step = -np.linalg.solve(hess, grad)
        step *= min(1.0, 5.0 / np.abs(step).max())
        t = 1.0
        while t > 1e-12:
            trial = dual(z + t * step, m, C)[0]
            if trial <= value + 1e-4 * t * (grad @ step) + 1e-12 * (1 + abs(value)):
                break
            t /= 2
        z = z + t * step
    raise AssertionError("Newton iteration did not converge")


# Fermi integrals against polylogarithms.
for order in (-0.5, 0.5, 1.5):
    for eta in (-7.0, 0.8, 3.0):
        reference = float(mp.re(-mp.polylog(order + 1, -mp.exp(eta))))
        assert abs(fermi(order, eta) / reference - 1) < 1e-9

model = build_model()
sol = solve(model, C0)
for level in (0.1, 0.3, 0.6, 0.7):
    assert np.allclose(solve(model, C0, level).z, sol.z, atol=1e-7)


def gas_free_energy(density, n_eff):
    """Free energy/kT of a Fermi gas from its energy and occupation entropy."""
    eta = brentq(lambda v: n_eff * fermi(0.5, v) / density - 1, -40, 40)
    t = S_GRID ** 2
    ln_f, ln_empty = -np.logaddexp(0, t - eta), -np.logaddexp(0, eta - t)
    f, empty = np.exp(ln_f), np.exp(ln_empty)
    integrand = 2 * t * (t * f + f * ln_f + empty * ln_empty)
    return n_eff * (S_WEIGHT @ integrand) / gamma_function(1.5)


def primal(c, n, p):
    mixing = c @ (model.gamma + np.log(c) - model.lnN - 1)
    gas = gas_free_energy(n, model.Nc) + n * model.ec + gas_free_energy(p, model.Nv)
    return (mixing + gas) / C0


minimum = primal(sol.c, sol.electrons, sol.holes)
duality_gap = abs(minimum + sol.value)
assert duality_gap < 1e-8
rng = np.random.default_rng(4)
feasible = []
for _ in range(150):
    c = sol.c * np.exp(0.2 * rng.normal(size=sol.c.size))
    c[0] = C0 - model.n[1:] @ c[1:]
    p = sol.holes * np.exp(0.2 * rng.normal())
    n = p + model.q @ c
    assert c[0] > 0 and n > 0
    feasible.append((c, n, p, primal(c, n, p)))
smallest_rise = min(state[3] for state in feasible) - minimum
assert smallest_rise > 0
for a, b in zip(feasible[:-1], feasible[1:]):
    middle = primal(*[(a[i] + b[i]) / 2 for i in range(3)])
    assert middle < (a[3] + b[3]) / 2

# Explicit canonical sum over whole numbers of complexes, Fermi level held fixed.
group = np.array([sol.c[model.n == n].sum() for n in range(5)])


def canonical_d4v(M):
    """Mean number of D4V per donor in a crystal with exactly M donors."""
    raw = model.lnN - model.gamma - model.q * sol.z[1]
    lnW = [np.log(M / C0 * np.exp(raw[model.n == n]).sum()) for n in range(1, 5)]
    k4, k3, k2 = np.meshgrid(np.arange(M // 4 + 1), np.arange(121),
                             np.arange(9), indexing="ij")
    k1 = M - 2 * k2 - 3 * k3 - 4 * k4
    ok = k1 >= 0
    numbers = [k[ok] for k in (k1, k2, k3, k4)]
    lnp = sum(k * w - gammaln(k + 1.0) for k, w in zip(numbers, lnW))
    weight = np.exp(lnp - lnp.max())
    return (weight @ numbers[3]) / weight.sum()


finite = {M: canonical_d4v(M) / M for M in (500, 1000)}
bulk = group[4] / C0
assert abs(finite[1000] - bulk) < abs(finite[500] - bulk)
extrapolated = 2 * finite[1000] - finite[500]
assert abs(extrapolated / bulk - 1) < 1e-3

# Derivatives of the optimum against repeated minimization.
d = 1e-3
up, down = [solve(build_model(supersaturation=np.exp(s)), C0) for s in (d, -d)]
vacancies = model.vac @ sol.c
assert abs((up.value - down.value) / (2 * d) / (vacancies / C0) - 1) < 1e-4
more, less = solve(model, C0 * (1 + d)), solve(model, C0 * (1 - d))
slope_F = -((1 + d) * more.value - (1 - d) * less.value) / (2 * d)
assert abs(slope_F - sol.z[0]) < 1e-5
response = np.linalg.solve(sol.hess, [1.0, 0.0])
carrier_slope = sol.dn_dy / sol.electrons * response[1]
numeric = np.log(more.electrons / less.electrons) / np.log((1 + d) / (1 - d))
assert abs(carrier_slope - numeric) < 1e-5

# Saturation law for D+ and neutral D4V alone, wide gap so that holes vanish.
for extra in (0.0, 3.0):
    pair = build_model(gap=1.4, binding=BINDING[:4] + (BINDING[4] + extra,),
                       complexes=(4,))
    s0, s1, s2 = [solve(pair, C0 * f) for f in (1, 1 + d, 1 - d)]
    pair_slope = np.log(s1.electrons / s2.electrons) / np.log((1 + d) / (1 - d))
    theta = s0.electrons / s0.dn_dy
    law = C0 / (s0.c[0] + 16 * s0.c[1] * (1 + theta))
    assert abs(pair_slope - law) < 1e-5
assert abs(pair_slope - 1 / 8) < 1e-3

# Sizes of neglected effects.
kT = model.kT
eps = PERMITTIVITY * const.epsilon_0
charges = C0 * sol.hess[1, 1] * 1e6
screening = np.sqrt(eps * kT / (const.e * charges))
coulomb = const.e / (8 * np.pi * eps * screening)
bohr = PERMITTIVITY / 0.12 * const.physical_constants["Bohr radius"][0]
valley = 2.7 * np.exp(-0.19 / kT)
variants = {
    "vacancy energy +0.1 eV": build_model(g_vac=VACANCY_ENERGY + 0.1),
    "vacancy energy -0.1 eV": build_model(g_vac=VACANCY_ENERGY - 0.1),
    "Boltzmann electrons": build_model(classical=True),
    "higher valleys added": build_model(nc_factor=1 + valley),
    "Coulomb shift, one pass": build_model(coulomb=coulomb),
    "supersaturation 10": build_model(supersaturation=10.0)}
active = {name: solve(m, C0).active for name, m in variants.items()}
assert active["supersaturation 10"] < sol.active
intrinsic = solve(model, 1e16)
free = model.n + 1 - model.vac == 0
enhancement = sol.c[free].sum() / intrinsic.c[free].sum()
self_diffusion = 25.0 * np.exp(-3.1 / kT)
fill_undoped = (20e-7) ** 2 * vacancies / (SITES * self_diffusion)

print(f"temperature {T0:.0f} K, kT {kT:.5f} eV")
print(f"donor density {C0:.2e} cm^-3, sites {SITES:.3e} cm^-3")
print(f"gap {model.gap:.2f} eV, vacancy energy {VACANCY_ENERGY:.2f} eV")
print("binding n=1..4:", *[f"{b:.1f}" for b in BINDING[1:]], "eV")
for n in range(4):
    print(f"acceptor levels n={n}:", *[f"{v:.2f}" for v in LEVELS[n]], "eV")
print(f"Nc {model.Nc:.3e}, Nv {model.Nv:.3e} cm^-3")
for name, c in zip(model.names, sol.c):
    print(f"{name:8s} {c:.3e} cm^-3")
print(f"electrons {sol.electrons:.3e}, holes {sol.holes:.3e} cm^-3")
print(f"Fermi level {sol.z[1] * kT:.4f} eV, mu_D {sol.z[0] * kT:.4f} eV")
print(f"active fraction (n-p)/C {sol.active:.4f}")
print(f"donor share in D3V {3 * group[3] / C0:.4f}, D4V {4 * group[4] / C0:.4f}")
print(f"total vacancies {vacancies:.3e} cm^-3")
print(f"d ln n/d ln C {carrier_slope:.4f}")
print(f"Newton steps {len(sol.history) - 1}, last constraint errors:",
      *[f"{v:.0e}" for v in sol.history[-4:]])
print(f"duality gap {duality_gap:.0e} kT per donor")
print(f"smallest rise of 150 trial states {smallest_rise:.1e} kT per donor")
print(f"D4V per donor: minimum {bulk:.6f}")
for M, value in finite.items():
    print(f"  canonical sum, {M} donors {value:.6f}")
print(f"  canonical sum, extrapolated {extrapolated:.6f}")
print(f"saturation slope, strong binding {pair_slope:.4f}")
for C in (2e19, 5e19, 2e20):
    r = solve(model, C)
    print(f"C {C:.0e} cm^-3: n {r.electrons:.3e} cm^-3, active {r.active:.4f}")
for T in (673.0, 873.0):
    print(f"T {T:.0f} K: active fraction {solve(build_model(T=T), C0).active:.4f}")
for name, value in active.items():
    print(f"active, {name}: {value:.4f}")
print(f"higher-valley weight {valley:.3f}")
print(f"screening length {screening * 1e9:.3f} nm, donor radius {bohr * 1e9:.2f} nm")
print(f"mean donor spacing {C0 ** (-1 / 3) * 1e7:.2f} nm")
print(f"Coulomb shift per charge {coulomb:.4f} eV, times 8: {8 * coulomb:.3f} eV")
print(f"sites at or next to a donor {5 * C0 / SITES:.4f}")
print(f"free-vacancy enhancement by doping {enhancement:.2e}")
print(f"self-diffusion, undoped (rough) {self_diffusion:.1e} cm^2/s")
print(f"vacancy supply time, 20 nm: undoped rate {fill_undoped:.1e} s")
print(f"  with doping enhancement {fill_undoped / enhancement:.1e} s")
print("verified")
```

Running it gives:

```
temperature 773 K, kT 0.06661 eV
donor density 1.00e+20 cm^-3, sites 4.412e+22 cm^-3
gap 0.46 eV, vacancy energy 2.40 eV
binding n=1..4: 0.6 1.4 2.3 3.4 eV
acceptor levels n=0: 0.02 0.26 eV
acceptor levels n=1: 0.10 0.35 eV
acceptor levels n=2: 0.30 eV
acceptor levels n=3: 0.15 eV
Nc 4.136e+19, Nv 2.068e+19 cm^-3
D+       5.743e+19 cm^-3
V(0)     9.936e+06 cm^-3
V(-1)    3.283e+10 cm^-3
V(-2)    7.389e+11 cm^-3
D1V(0)   1.888e+09 cm^-3
D1V(-1)  4.693e+11 cm^-3
D1V(-2)  1.094e+13 cm^-3
D2V(0)   6.773e+11 cm^-3
D2V(-1)  3.345e+13 cm^-3
D3V(0)   1.938e+15 cm^-3
D3V(-1)  2.274e+17 cm^-3
D4V(0)   1.047e+19 cm^-3
electrons 5.721e+19, holes 9.269e+15 cm^-3
Fermi level 0.5136 eV, mu_D 0.0710 eV
active fraction (n-p)/C 0.5720
donor share in D3V 0.0069, D4V 0.4188
total vacancies 1.070e+19 cm^-3
d ln n/d ln C 0.2063
Newton steps 6, last constraint errors: 2e-02 2e-04 6e-08 1e-15
duality gap 0e+00 kT per donor
smallest rise of 150 trial states 9.7e-06 kT per donor
D4V per donor: minimum 0.104698
  canonical sum, 500 donors 0.104557
  canonical sum, 1000 donors 0.104628
  canonical sum, extrapolated 0.104698
saturation slope, strong binding 0.1252
C 2e+19 cm^-3: n 2.003e+19 cm^-3, active 0.9999
C 5e+19 cm^-3: n 4.545e+19 cm^-3, active 0.9087
C 2e+20 cm^-3: n 6.409e+19 cm^-3, active 0.3204
T 673 K: active fraction 0.4163
T 873 K: active fraction 0.7245
active, vacancy energy +0.1 eV: 0.6517
active, vacancy energy -0.1 eV: 0.4980
active, Boltzmann electrons: 0.6974
active, higher valleys added: 0.6167
active, Coulomb shift, one pass: 0.9305
active, supersaturation 10: 0.4611
higher-valley weight 0.156
screening length 0.781 nm, donor radius 7.06 nm
mean donor spacing 2.15 nm
Coulomb shift per charge 0.0576 eV, times 8: 0.461 eV
sites at or next to a donor 0.0113
free-vacancy enhancement by doping 1.87e+03
self-diffusion, undoped (rough) 1.5e-19 cm^2/s
vacancy supply time, 20 nm: undoped rate 6.3e+03 s
  with doping enhancement 3.4e+00 s
verified
```
